# Does a zero nucleation delay prove layer-by-layer growth?: test program

```python
"""Random hemispherical islands approach the undelayed planar thickness line.

Result under test: mean thickness h = R - D(k R)/k, R = g n, k = sqrt(pi N),
so h -> g n at large n, although the early film consists of separate islands.
n: cycle number; g: planar growth per cycle (nm); N: island density (nm^-2);
D: Dawson function; J: nucleation rate per bare area (nm^-2 per cycle).
The shortfall is g n - h. A delay is a line's intercept on the cycle axis.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import dawsn

g = 0.1
N = 0.05
J = 0.002
noise = 0.2
incubation = 20.0
k = np.sqrt(np.pi * N)
rng = np.random.default_rng(12345)


def thickness(n):
    radius = g * np.asarray(n, dtype=float)
    return radius - dawsn(k * radius) / k


def coverage(n):
    return 1 - np.exp(-(k * g * n) ** 2)


def growth_factor(n):
    x = k * g * n
    return 2 * x * dawsn(x)


def closed_delay(n):
    return n - thickness(n) / (g * growth_factor(n))


def roughness(n):
    radius = g * n
    mean_square = radius**2 - coverage(n) / k**2
    return np.sqrt(mean_square - thickness(n) ** 2)


def shortfall_initial(n):
    """Shortfall from the height distribution, all nuclei present at n=0."""
    radius = g * n
    upper = min(radius, 40 / (np.pi * N * radius))
    return quad(lambda s: np.exp(-np.pi * N * (2 * radius * s - s * s)),
                0, upper, epsabs=1e-13, epsrel=1e-10)[0]


def shortfall_continuing(n, rate):
    """Shortfall from the height distribution for continuing nucleation."""
    radius = g * n
    width = np.sqrt(g / (np.pi * rate * radius))
    return quad(lambda s: np.exp(-np.pi * rate / g
                                 * (radius * s**2 - 2 * s**3 / 3)),
                0, min(radius, 12 * width), epsabs=1e-13, epsrel=1e-10)[0]


def numerical_delay(shortfall, n):
    step = 1e-3 * n
    slope = (shortfall(n + step) - shortfall(n - step)) / (2 * step)
    return (shortfall(n) - n * slope) / (g - slope)


def fitted_line(cycles, heights):
    slope, offset = np.polyfit(cycles, heights, 1)
    return -offset / slope, slope


# Direct simulation of islands that are all present at the start.
box = 60.0
axis = (np.arange(30) + 0.5) * box / 30
probes = np.array(np.meshgrid(axis, axis)).reshape(2, -1).T
distances = []
for _ in range(300):
    sites = rng.random((rng.poisson(N * box**2), 2)) * box
    distances.append(cKDTree(sites, boxsize=box).query(probes)[0])
distances = np.array(distances)
for n in (15.0, 25.0, 60.0):
    heights = np.sqrt(np.maximum((g * n) ** 2 - distances**2, 0))
    means = heights.mean(axis=1)
    error = means.std(ddof=1) / np.sqrt(len(means))
    assert error < 0.01 * thickness(n)
    assert abs(means.mean() - thickness(n)) < 4 * error
    fractions = (heights > 0).mean(axis=1)
    error = fractions.std(ddof=1) / np.sqrt(len(fractions))
    assert abs(fractions.mean() - coverage(n)) < 4 * error + 1e-4
    # Five percent allows for sampling error of the height variance.
    assert abs(heights.std() / roughness(n) - 1) < 0.05
    if n == 25.0:
        simulated_height = means.mean()

# Direct simulation of continuing nucleation, with covered sites rejected.
test_rate, test_cycles = 5e-4, 60.0
axis = (np.arange(20) + 0.5) * box / 20
probes = np.array(np.meshgrid(axis, axis)).reshape(2, -1).T


def periodic_square(points, others):
    delta = np.abs(points[:, None, :] - others[None, :, :])
    delta = np.minimum(delta, box - delta)
    return (delta**2).sum(axis=2)


means = []
for _ in range(200):
    count = rng.poisson(test_rate * test_cycles * box**2)
    births = np.sort(rng.random(count) * test_cycles)
    sites = rng.random((count, 2)) * box
    separation = periodic_square(sites, sites)
    kept = []
    for i in range(count):
        radii = g * (births[i] - births[kept])
        if not np.any(separation[i, kept] < radii**2):
            kept.append(i)
    square = ((g * (test_cycles - births[kept])) ** 2
              - periodic_square(probes, sites[kept]))
    means.append(np.sqrt(np.maximum(square.max(axis=1), 0)).mean())
means = np.array(means)
error = means.std(ddof=1) / np.sqrt(len(means))
continuing_height = (g * test_cycles
                     - shortfall_continuing(test_cycles, test_rate))
assert error < 0.02 * continuing_height
assert abs(means.mean() - continuing_height) < 4 * error
continuing_simulated = means.mean()

# Exposed area of the caps, integrated directly, explains the growth rate.
for n in (10.0, 38.0, 100.0):
    radius = g * n
    area = quad(lambda a: 2 * np.pi * N * radius**2 * np.sin(a)
                * np.exp(-np.pi * N * (radius * np.sin(a)) ** 2),
                0, np.pi / 2, epsabs=1e-11)[0]
    step = 1e-3 * n
    derivative = (thickness(n + step) - thickness(n - step)) / (2 * g * step)
    assert abs(area - growth_factor(n)) < 1e-8
    assert abs(area - derivative) < 1e-5

# Early law, late laws, and the location of the largest tangent delay.
early = g * 0.5 - shortfall_initial(0.5)
assert abs(early / (2 * np.pi * N * (g * 0.5) ** 3 / 3) - 1) < 1e-3
for n in (20.0, 60.0, 300.0):
    assert abs(numerical_delay(shortfall_initial, n) / closed_delay(n) - 1) < 1e-4
late = 5000.0
assert abs(shortfall_initial(late) * 2 * np.pi * N * g * late - 1) < 1e-3
assert abs(numerical_delay(shortfall_initial, late)
           * np.pi * N * g**2 * late - 1) < 1e-3
assert abs(roughness(1000.0) * 2 * np.pi * N * g * 1000 - 1) < 0.01
peak = minimize_scalar(lambda n: -growth_factor(n),
                       bounds=(10, 100), method="bounded").x
scan = np.arange(5, 150, 0.5)
delays = [numerical_delay(shortfall_initial, n) for n in scan]
assert abs(scan[np.argmax(delays)] - peak) <= 0.5
very_late = 1e5
assert abs(shortfall_continuing(very_late, J)
           * 2 * np.sqrt(J * very_late) - 1) < 1e-3
assert abs(numerical_delay(lambda n: shortfall_continuing(n, J), very_late)
           * 4 * g * np.sqrt(J * very_late) / 3 - 1) < 1e-3

# A regular array has the same late line, with a different small shortfall.
spacing = 1 / np.sqrt(N)
axis = ((np.arange(400) + 0.5) / 400 - 0.5) * spacing
square = axis[:, None] ** 2 + axis[None, :] ** 2
array_shortfall = np.mean(30.0 - np.sqrt(30.0**2 - square))
assert abs(array_shortfall * 12 * N * 30 - 1) < 0.01

# Straight-line extrapolation and its scatter under thickness noise.
cycles = np.linspace(200, 400, 5)
fit_delay, fit_slope = fitted_line(cycles, thickness(cycles))
late_cycles = np.linspace(600, 1000, 5)
late_delay, late_slope = fitted_line(late_cycles, thickness(late_cycles))
shifted_delay, _ = fitted_line(cycles, thickness(cycles - incubation))
noisy = thickness(cycles)[:, None] + noise * rng.standard_normal((5, 20000))
slopes, offsets = np.polyfit(cycles, noisy, 1)
scatter = np.std(-offsets / slopes)
spread = np.sum((cycles - cycles.mean()) ** 2)
expected = noise / fit_slope * np.sqrt(
    1 / 5 + (cycles.mean() - fit_delay) ** 2 / spread)
assert abs(scatter / expected - 1) < 0.03
assert 0 < late_delay < fit_delay < scatter
assert incubation < shifted_delay < incubation + scatter

closure = np.sqrt(np.log(100)) / (k * g)
assert abs(coverage(closure) - 0.99) < 1e-12
print(f"planar growth per cycle g = {g:.2f} nm")
print(f"island density N = {N:.3f} nm^-2 = {N * 1e14:.1e} cm^-2")
print(f"inverse length k = {k:.4f} nm^-1")
print(f"thickness at 25 cycles, formula = {thickness(25):.4f} nm")
print(f"thickness at 25 cycles, simulation = {simulated_height:.4f} nm")
print("columns: cycles, island nm, planar nm, coverage %,")
print("         growth nm/cycle, tangent delay in cycles")
for n in (10, 20, 40, 60, 100, 300, 1000):
    print(f"{n:5d} {thickness(n):9.4f} {g*n:8.3f} {100*coverage(n):8.2f}"
          f" {g*growth_factor(n):9.5f} {closed_delay(n):8.3f}")
print(f"cycle of peak growth = {peak:.2f} cycles")
print(f"peak growth / planar growth = {growth_factor(peak):.4f}")
print(f"largest tangent delay = {closed_delay(peak):.2f} cycles")
print(f"99 percent coverage reached at {closure:.2f} cycles")
print(f"shortfall at 300 cycles = {shortfall_initial(300):.4f} nm")
print(f"rms roughness at 300 cycles = {roughness(300):.4f} nm")
print(f"square-array shortfall at 300 cycles = {array_shortfall:.4f} nm")
print(f"fit 200-400 cycles: delay = {fit_delay:.3f} cycles")
print(f"fit 200-400 cycles: slope = {fit_slope:.5f} nm/cycle")
print(f"thickness noise per point = {noise:.2f} nm")
print(f"scatter of fitted delay = {scatter:.2f} cycles")
print(f"fit 600-1000 cycles: delay = {late_delay:.3f} cycles")
print(f"fit 600-1000 cycles: slope = {late_slope:.5f} nm/cycle")
print(f"imposed incubation = {incubation:.0f} cycles")
print(f"fit 200-400 with incubation: delay = {shifted_delay:.3f} cycles")
print(f"continuing test: rate = {test_rate:.1e} nm^-2/cycle")
print(f"continuing test: duration = {test_cycles:.0f} cycles")
print(f"continuing test: formula thickness = {continuing_height:.4f} nm")
print(f"continuing test: simulation = {continuing_simulated:.4f} nm")
print(f"continuing example: J = {J:.4f} nm^-2/cycle")
for n in (300, 3000, 30000):
    lag = shortfall_continuing(n, J)
    delay = numerical_delay(lambda m: shortfall_continuing(m, J), n)
    print(f"continuing, {n} cycles: shortfall {lag:.4f} nm,"
          f" delay {delay:.3f} cycles")
print("all good")
```

It prints:

```
planar growth per cycle g = 0.10 nm
island density N = 0.050 nm^-2 = 5.0e+12 cm^-2
inverse length k = 0.3963 nm^-1
thickness at 25 cycles, formula = 1.1407 nm
thickness at 25 cycles, simulation = 1.1356 nm
columns: cycles, island nm, planar nm, coverage %,
         growth nm/cycle, tangent delay in cycles
   10    0.0984    1.000    14.54   0.02832    6.525
   20    0.6603    2.000    46.65   0.08418   12.156
   40    2.9805    4.000    91.90   0.12811   16.735
   60    5.3990    6.000    99.65   0.11329   12.343
  100    9.6704   10.000   100.00   0.10355    6.613
  300   29.8935   30.000   100.00   0.10036    2.130
 1000   99.9682  100.000   100.00   0.10003    0.637
cycle of peak growth = 37.90 cycles
peak growth / planar growth = 1.2847
largest tangent delay = 16.80 cycles
99 percent coverage reached at 54.15 cycles
shortfall at 300 cycles = 0.1065 nm
rms roughness at 300 cycles = 0.1069 nm
square-array shortfall at 300 cycles = 0.0556 nm
fit 200-400 cycles: delay = 2.312 cycles
fit 200-400 cycles: slope = 0.10040 nm/cycle
thickness noise per point = 0.20 nm
scatter of fitted delay = 3.85 cycles
fit 600-1000 cycles: delay = 0.832 cycles
fit 600-1000 cycles: slope = 0.10005 nm/cycle
imposed incubation = 20 cycles
fit 200-400 with incubation: delay = 22.512 cycles
continuing test: rate = 5.0e-04 nm^-2/cycle
continuing test: duration = 60 cycles
continuing test: formula thickness = 2.3215 nm
continuing test: simulation = 2.3064 nm
continuing example: J = 0.0020 nm^-2/cycle
continuing, 300 cycles: shortfall 0.6516 nm, delay 9.758 cycles
continuing, 3000 cycles: shortfall 0.2042 nm, delay 3.063 cycles
continuing, 30000 cycles: shortfall 0.0646 nm, delay 0.968 cycles
all good
```
